# Image Repulsion of an Electron near a Pore in a Low-k Dielectric

**Question.** An electron sits inside a dielectric of relative permittivity 2.5, at 0.5 nm from the flat surface of an empty pore. How large is the electrostatic energy that the surface adds, is it attractive or repulsive, and how does it change with the distance, the permittivity and the width of the pore?

**Answer.**

## The model and the zero of energy

Let the dielectric fill the half-space $z>0$ and let vacuum fill $z<0$. The electron is a point charge $q=-e$ at rest at $z=d$, with $e>0$ the elementary charge. The dielectric responds linearly and is described by one number $k$ right up to a sharp boundary. The vacuum half-space stands for a pore that is much wider than $d$ and whose wall is flat over a region many times wider than $d$; a flat pore of finite width is treated further on.

The energy $W(d)$ is measured from that of the same electron deep in the dielectric. The large energy of the electron with the polarization immediately around it is present in both situations and cancels. What remains is the effect of the surface. The offset between the band edges of the dielectric and the vacuum level is a separate quantity and is not contained in $W$.

## The charge that appears on the pore surface

In a uniform dielectric the field of the electron is that of a charge $q/k$ in vacuum, because the polarization close to the electron cancels the rest. At a point of the surface at lateral distance $\rho$ from the electron's foot point, the distance to the electron is $s=\sqrt{\rho^2+d^2}$. The $z$-component of this screened field is

$$E_0=-\frac{q}{k}\,\frac{d}{4\pi\varepsilon_0 s^3}.$$

The minus sign is there because the surface lies below the charge: the field of a positive charge would point downwards.

The polarization stops at the boundary and leaves a bound surface charge density $\sigma(\rho)$. This sheet has a field of its own. Other parts of the flat sheet lie in the same plane as the point considered, so they contribute no normal component there. The local part gives $+\sigma/2\varepsilon_0$ just above and $-\sigma/2\varepsilon_0$ just below, by Gauss's law and symmetry. The total normal fields are therefore

$$E_{\rm in}=E_0+\frac{\sigma}{2\varepsilon_0},\qquad E_{\rm out}=E_0-\frac{\sigma}{2\varepsilon_0}.$$

There is no free charge on the surface, so the normal displacement is continuous, $kE_{\rm in}=E_{\rm out}$. Inserting the two fields and collecting the terms in $\sigma$ gives

$$(k+1)\frac{\sigma}{2\varepsilon_0}=-(k-1)E_0 .$$

With the expression for $E_0$ the two minus signs cancel:

$$\sigma(\rho)=\frac{q(k-1)}{k(k+1)}\,\frac{d}{2\pi s^3}.$$

For $k>1$ this has the sign of $q$. The electron faces a sheet of negative charge and is pushed away from the pore, into the dielectric.

The total charge of the sheet follows from

$$\int_0^\infty \frac{d}{2\pi s^3}\,2\pi\rho\,d\rho=d\left[-\frac{1}{\sqrt{\rho^2+d^2}}\right]_0^\infty=1,$$

so that

$$Q_s=q\,f(k),\qquad f(k)=\frac{k-1}{k(k+1)} .$$

For $k=2.5$ this is $f=1.5/(2.5\times3.5)=0.171$. The surface carries about one sixth of an electron charge, whatever the distance $d$; moving the electron away spreads the same charge over a larger area.

## Potential, force and the factor one half

The potential of the sheet at the position of the electron is found by adding rings of charge, each at distance $s$:

$$\varphi=\int_0^\infty\frac{\sigma\,2\pi\rho\,d\rho}{4\pi\varepsilon_0 s}
=\frac{Q_s d}{4\pi\varepsilon_0}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^2}
=\frac{Q_s d}{4\pi\varepsilon_0}\,\frac{1}{2d^2}
=\frac{Q_s}{4\pi\varepsilon_0(2d)} .$$

This is the potential of a point charge $Q_s$ at distance $2d$, that is, at the mirror point $z=-d$. One may equally write $Q_s=q'/k$ with the image charge $q'=q(k-1)/(k+1)$, and say that the image acts through a medium of permittivity $k$. Both descriptions contain the factor $1/k$ once. For $k=2.5$, $q'/q=0.429$ and $Q_s/q=0.171$.

The energy is not $q\varphi$. The sheet charge exists because the electron is there, and it is proportional to the electron's charge. Imagine the charge at $z=d$ being built up from zero to $q$. When it has reached $\lambda q$, the surface potential is $\lambda\varphi$, and adding $q\,d\lambda$ costs $\lambda q\varphi\,d\lambda$. The part of the work due to the surface is

$$W=\int_0^1\lambda\,q\varphi\,d\lambda=\tfrac12 q\varphi .$$

Inserting $\varphi$ and $Q_s=qf$, with $q^2=e^2$, gives

$$W(d)=\frac{e^2}{16\pi\varepsilon_0 d}\,\frac{k-1}{k(k+1)} .$$

The same result must follow from the work done against the force. With the electron at height $z$, each ring contributes the $z$-component of its field, so the force away from the surface is

$$F(z)=q\int_0^\infty\frac{\sigma\,2\pi\rho\,d\rho}{4\pi\varepsilon_0}\,\frac{z}{s^3}
=\frac{qQ_s z^2}{4\pi\varepsilon_0}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+z^2)^3}
=\frac{qQ_s}{16\pi\varepsilon_0 z^2},$$

where $s^2=\rho^2+z^2$ and the last integral equals $1/(4z^4)$. Bringing the electron in from far away then costs

$$\int_d^\infty F(z)\,dz=\frac{qQ_s}{16\pi\varepsilon_0 d}=W(d).$$

The half thus has a direct meaning. Had the sheet been frozen in its final form while the electron approached, the work would have been $q\varphi$. In reality the sheet is spread out while the electron is distant, and contracts as the electron comes closer, so the repulsion on the way is weaker.

## The size at 0.5 nm

With $e^2/4\pi\varepsilon_0=1.440$ eV nm, the energy is

$$W=\frac{1.440\ \text{eV nm}}{4\times0.5\ \text{nm}}\times0.1714=0.123\ \text{eV},$$

or $1.98\times10^{-20}$ J. The surface raises the energy of the electron by about 0.12 eV. The product $q\varphi$ without the half would be 0.247 eV. Numerical integration of the force, with the surface charge obtained by solving the boundary conditions numerically, also gives 0.123 eV, as the numerical output shows.

The force at this distance is $F=W/d=0.247$ eV/nm. It has the same digits as $q\varphi=2W$ because $d$ happens to be half a nanometre.

At 300 K the thermal energy $k_BT$ is 0.0259 eV, so $W$ is 4.8 times as large. Since $W\propto1/d$, the two become equal at $4.77\times0.5\ \text{nm}=2.39$ nm. Within this model the repulsion therefore exceeds the thermal energy in a layer of roughly 2 nm beside a wide pore, and it fades only slowly beyond. It is a long-ranged effect compared with the spacing of atoms, although a weak one compared with a typical band gap of an insulator, which is several electronvolts.

## Scaling with distance

From $W\propto 1/d$ it follows that

$$\frac{dW}{W}=-\frac{dd}{d}$$

for small changes. For a shift of 0.1 nm the change is no longer small, and the full formula should be used: $W$ is 0.154 eV at 0.4 nm and 0.103 eV at 0.6 nm. Relative to the value at 0.5 nm, these are a rise of 25% and a fall of 17%.

A displacement of 0.1 nm is less than the length of a bond between silicon and oxygen, about 0.16 nm. The position of the effective dielectric boundary of a real wall, where atoms end and the electron density decays, is hardly defined more finely than that. For this reason alone, the second digit in "about 0.12 eV" is already uncertain, and a third digit has no physical meaning. Further digits in this text serve only to compare formulas and numerical results within the model.

The formula diverges for $d\to0$, which is a failure of the model. A real electron has a spatial extent, the boundary has a thickness, and the response of matter at distances of an atomic spacing is not described by a single constant $k$. At 0.5 nm these corrections need not be small. The continuum value is a classical estimate of the scale there, and becomes more trustworthy as $d$ grows beyond the extent of the electron and the thickness of the boundary.

## Scaling with permittivity

For the half-space, all dependence on the material sits in $f(k)$. Two tendencies compete in it. A larger $k$ increases the contrast at the surface, so that $(k-1)/(k+1)$ grows towards one. It also screens the interaction more strongly, through $1/k$. The derivative settles which one prevails. With $f=(k-1)/(k^2+k)$,

$$f'(k)=\frac{(k^2+k)-(k-1)(2k+1)}{(k^2+k)^2}=\frac{1+2k-k^2}{(k^2+k)^2}.$$

For $k>1$ the numerator vanishes at $k=1+\sqrt2\approx2.414$; it is positive below this value and negative above. The repulsion therefore has its maximum there. Using $2+\sqrt2=\sqrt2(1+\sqrt2)$,

$$f_{\max}=\frac{\sqrt2}{(1+\sqrt2)(2+\sqrt2)}=\frac{1}{(1+\sqrt2)^2}.$$

A material with $k=2.5$ lies almost at the top. At $d=0.5$ nm the maximum is 0.1235 eV, against 0.1234 eV for $k=2.5$. Moreover $f(2)=1/6$ and $f(3)=2/12=1/6$, so $k=2$ and $k=3$ both give 0.120 eV, just 3% below the value for 2.5.

This flatness helps with a question that would otherwise need an answer first: which permittivity applies? If the electron stays in place long enough for the atoms to shift, the static constant is appropriate. If it moves so fast that the electron clouds alone follow, the smaller electronic constant should be used. As long as both lie between 2 and 3, the choice changes the half-space value of $W$ by no more than about 3%. Outside that range it matters more: $k=1.8$ gives 0.114 eV and $k=3.9$ gives 0.109 eV, so both constants of the material at hand should be checked.

A different caution concerns porous films. The $k$ in the formula belongs to the solid material next to the pore. A film whose measured average is 2.5 has a skeleton of higher permittivity, since the empty pores lower the average. If the skeleton had $k=4$ and were much thicker than $d$, the result beside a wide flat pore would be 0.108 eV, about 12% less than for 2.5. In a thin wall between two pores the surface on the other side also repels the electron, and the half-space formula no longer applies. The energy can then exceed the half-space value: for $k=2.5$ with vacuum on both sides it is 0.32 eV at the centre of a 1 nm wall, and still 0.15 eV at 0.5 nm from one face of a 5 nm wall.

In the limits, $f\approx(k-1)/2$ for $k\to1$, where the surface disappears electrically, and $f\approx1/k$ for large $k$, where the surface contrast is complete but the charge is well screened.

## A pore of finite width

Now let the vacuum occupy a flat slit, $-w<z<0$, with the same dielectric again below it. The potential can be built from waves along the surface of wavenumber $\kappa$, using

$$\frac{1}{\sqrt{\rho^2+z^2}}=\int_0^\infty J_0(\kappa\rho)\,e^{-\kappa|z|}\,d\kappa ,$$

with $J_0$ the Bessel function of order zero. To see why this holds, note that for $z>0$ each term $J_0(\kappa\rho)e^{-\kappa z}$ solves Laplace's equation, and that on the axis, where $J_0(0)=1$, the integral is $1/z$. An axially symmetric solution is fixed by its values on the axis.

Apart from the common factor $q/(4\pi\varepsilon_0k)$ and $J_0(\kappa\rho)$, the amplitude at each $\kappa$ is

- $e^{-\kappa|z-d|}+Ae^{-\kappa z}$ for $z>0$,
- $Be^{\kappa z}+Ce^{-\kappa(z+w)}$ in the slit,
- $De^{\kappa(z+w)}$ for $z<-w$.

Write $g=e^{-\kappa d}$, $y=e^{-\kappa w}$ and $\beta=(k-1)/(k+1)$. At each wall the potential and the normal displacement are continuous. At $z=-w$ this means

$$By+C=D,\qquad By-C=kD .$$

Eliminating $D$ gives $By-C=k(By+C)$, hence $C=-\beta yB$. At $z=0$ the conditions are

$$g+A=B+Cy,\qquad k(g-A)=B-Cy .$$

With $x=y^2=e^{-2\kappa w}$ and the result for $C$, the right-hand sides become $B(1-\beta x)$ and $B(1+\beta x)$. Eliminating $B$,

$$k(g-A)(1-\beta x)=(g+A)(1+\beta x).$$

Collecting the terms in $A$ and in $g$,

$$A=g\,\frac{(k-1)-\beta x(k+1)}{(k+1)-\beta x(k-1)}=g\,\frac{\beta(1-x)}{1-\beta^2x},$$

where the last step divides numerator and denominator by $k+1$.

The induced potential at the electron comes from the term with $A$ at $z=d$, $\rho=0$. With the same factor one half as before,

$$W_w=\frac{e^2}{8\pi\varepsilon_0k}\int_0^\infty\frac{\beta(1-x)}{1-\beta^2x}\,e^{-2\kappa d}\,d\kappa .$$

The fraction is expanded as a geometric series:

$$\frac{1-x}{1-\beta^2x}=(1-x)\sum_{n=0}^\infty\beta^{2n}x^n=1-(1-\beta^2)\sum_{n=1}^\infty\beta^{2n-2}x^n .$$

Each power integrates to $\int_0^\infty e^{-2\kappa(d+nw)}d\kappa=1/[2(d+nw)]$. Dividing by the half-space energy, which is the term without $x$, leaves

$$\frac{W_w}{W}=1-(1-\beta^2)\sum_{n=1}^\infty\beta^{2n-2}\,\frac{d}{d+nw}.$$

Every term of the sum is positive, so the second wall weakens the repulsion. Because $(1-\beta^2)\sum_{n\ge1}\beta^{2n-2}=1$ and $d/(d+nw)<1$, the ratio stays between zero and one. It vanishes for $w\to0$, when the slit closes and there is no surface left. The half-space formula is thus an upper bound for slits in this model.

For $w=2$ nm, $\beta^2=0.4286^2=0.1837$, and the first three terms give

$$\frac{W_w}{W}\approx1-0.8163\,(0.2000+0.1837\times0.1111+0.0337\times0.0769)\approx0.818 .$$

The energy is then 0.101 eV. A 1 nm slit leaves 0.086 eV, or 69% of the half-space value; a 5 nm slit leaves 0.113 eV, or 92%. These values were tested against a direct numerical solution of the four matching conditions.

For $w\gg d$ one may replace $d+nw$ by $nw$, and the relative reduction becomes proportional to $d/w$. The approach to the half-space is therefore slow: even at $w=20$ nm, forty times the distance of the electron, 2% is still missing. For nanometre pores the finite width is a larger correction than the choice of $k$ between 2 and 3.

The same reasoning limits the thermal distance of 2.39 nm found above. It holds for a pore much wider than 2.39 nm; in a narrower slit the repulsion falls to $k_BT$ closer to the wall, at about 1.2, 1.5, 1.8 and 2.2 nm for widths of 1, 2, 5 and 20 nm. Curved pores, such as spherical ones, need a separate calculation even when their radius is several times $d$, as neither the half-space nor the slit represents them. For a spherical pore the multipole solution at $k=2.5$, $d=0.5$ nm gives 0.029 eV for a radius of 1 nm (24% of the half-space value, about $k_BT$) and 0.059 eV for 2.5 nm; even a radius of 25 nm reaches only 88%. Beside nanometre-sized spherical pores the repulsion is thus several times weaker than 0.12 eV.

## What the shift means for a defect level

Consider a defect at distance $d$ that is neutral when empty and carries charge $-e$ after capturing an electron. Suppose that the surface changes nothing else about it, and that the captured charge is compact compared with $d$. The neutral state has no net charge and hence no image energy of the kind derived here. The charged state is raised by $W$. The energy needed to place the electron on the defect,

$$E(-)-E(0),$$

therefore rises by $W$ compared with the same defect in the bulk: the acceptor level moves up by about 0.12 eV at 0.5 nm from a wide flat pore, and by only about 0.03 eV beside a spherical pore of 1 nm radius. The shift is measured on an energy scale fixed deep in the dielectric; in this model a mobile electron at the same distance is raised by the same $W$.

For a defect that becomes positive by giving up an electron, $W$ has the same sign, since it depends on $q^2$. It raises $E(+)$, so the donor level $E(0)-E(+)$ moves down by $W$. Acceptor and donor levels shift in opposite directions, and both charged states become less favourable near the pore.

These shifts are the electrostatic part alone. A real pore wall may also have broken bonds, adsorbed molecules, fixed charges or a local change of composition, and each can move a level as well. The estimate also does not decide whether an electron would enter the pore: that requires the band offset and the potential on the vacuum side, in addition to the repulsion inside the dielectric.

## Computed results

```
Relative permittivity k: 2.5
Distance to surface d: 0.5 nm
e^2/(4 pi eps0): 1.43996 eV nm
Image charge / electron charge: 0.42857
Total bound charge / electron charge: 0.17143
Charge times induced potential (no half): 0.2469 eV
Repulsive force at d: 0.2469 eV/nm
Work from integrated force: 0.1234 eV
Image energy W from formula: 0.1234 eV
Image energy W in joules: 1.977e-20 J
k of largest W, found numerically: 2.414
1 + sqrt(2): 2.414
W at k = 1 + sqrt(2): 0.1235 eV
W at k = 2.0, d = 0.5 nm: 0.1200 eV
W at k = 3.0, d = 0.5 nm: 0.1200 eV
W at k = 4.0, d = 0.5 nm: 0.1080 eV
W at k = 2.5, d = 0.4 nm: 0.1543 eV
W at k = 2.5, d = 0.6 nm: 0.1029 eV
Slit width 1 nm: W = 0.0856 eV, fraction of half-space value = 0.693
Slit width 2 nm: W = 0.1009 eV, fraction of half-space value = 0.818
Slit width 5 nm: W = 0.1133 eV, fraction of half-space value = 0.918
Slit width 20 nm: W = 0.1207 eV, fraction of half-space value = 0.978
Temperature: 300 K
Thermal energy kB*T: 0.02585 eV
W / (kB*T): 4.77
Distance where W = kB*T: 2.39 nm
```
